# Kisliuk Sticking Probability for a Mobile Physisorbed Precursor

## A case that can be seen through

A gas molecule lands on a surface where some reactive groups have already exchanged a ligand. Call a site *empty* if its group is unreacted and *filled* if it has reacted. The molecule is first held weakly, in a physisorbed state, and can move from site to site.

Suppose that it cannot desorb while over a filled site. There it can do nothing but hop. Over an empty site it chemisorbs with probability \(p_a\), desorbs with probability \(p_b\), and otherwise hops on. Let a fraction \(\theta<1\) of the sites be filled, and let each hop lead to a fresh, randomly chosen site. A run of \(n\) filled sites has probability \(\theta^n\), which tends to zero, so the molecule is certain to reach an empty site.

Let \(q\) be the probability that a molecule over an empty site eventually chemisorbs. Either it does so now, or it hops, reaches another empty site sooner or later, and faces the same choice:

\[
q=p_a+(1-p_a-p_b)\,q .
\]

Moving the last term to the left gives \((p_a+p_b)q=p_a\), hence \(q=p_a/(p_a+p_b)\). The coverage has dropped out. Filled sites delay the molecule but do not lose it, and sticking stays constant until the surface is full.

The opposite extreme is a molecule that cannot hop. It chemisorbs if its landing site is empty and the reaction wins there, so sticking falls as \(1-\theta\). The Kisliuk formula joins these two cases through one parameter, which measures how easily a molecule is lost over filled sites.

## Assumptions and notation

The sticking probability \(S(\theta)\) is the probability that a molecule striking the surface ends up chemisorbed. "Reacting" means chemisorbing by ligand exchange. The assumptions are these.

1. An impinging molecule is trapped in the physisorbed state with probability \(\alpha\), the same over empty and filled sites. Otherwise it returns to the gas.
2. Over an empty site the outcomes are chemisorption (\(p_a\)), desorption (\(p_b\)) and a hop (\(1-p_a-p_b\)). Over a filled site they are desorption (\(p_b'\)) and a hop (\(1-p_b'\)).
3. Each visited site, including the first, is filled with probability \(\theta\), independently of earlier visits. This is the mean-field assumption.
4. Chemisorption is irreversible and uses one site. The released ligand leaves without blocking another.
5. Precursors are too dilute to meet, and \(\theta\) hardly changes during one precursor lifetime.

Take \(p_a>0\) and \(0\le\theta<1\). The probabilities follow from rate constants: \(k_a,k_d,k_m\) for reaction, desorption and hopping over an empty site, and \(k_d',k_m'\) for desorption and hopping over a filled one.

**Lemma 1 (competing events).** If independent events have constant rates \(k_j\) with sum \(k\), event \(j\) comes first with probability \(k_j/k\), and the mean wait is \(1/k\).

*Proof.* Event \(j\) happens between \(t\) and \(t+dt\) with probability \(k_je^{-k_jt}dt\). The others have not happened by then with probability \(e^{-(k-k_j)t}\). Therefore

\[
\int_0^\infty k_j e^{-k_jt}e^{-(k-k_j)t}\,dt
=k_j\int_0^\infty e^{-kt}dt=\frac{k_j}{k}.
\]

No event has happened by time \(t\) with probability \(e^{-kt}\), whose integral over time is the mean wait \(1/k\). ∎

Consequently

\[
p_a=\frac{k_a}{k_a+k_d+k_m},\qquad
p_b=\frac{k_d}{k_a+k_d+k_m},\qquad
p_b'=\frac{k_d'}{k_d'+k_m'} .
\]

## The sticking theorem

**Theorem.** Under assumptions 1–5,

\[
S(\theta)=S_0\,\frac{1-\theta}{1-\theta+K\theta},
\qquad
S_0=\frac{\alpha p_a}{p_a+p_b},
\qquad
K=\frac{p_b'}{p_a+p_b}.
\]

*Proof.* A visit ends the precursor's life by reaction or desorption over an empty site, or by desorption over a filled one. The exit probability per visit is

\[
w=(1-\theta)(p_a+p_b)+\theta p_b' .
\]

Since \(p_a>0\) and \(\theta<1\), \(w>0\). A molecule that does not exit hops, and by assumption 3 its next site carries no memory of the path. Visit number \(n+1\) therefore takes place with probability \((1-w)^n\). During it, the molecule chemisorbs if the site is empty and reaction wins, with probability \((1-\theta)p_a\). Chemisorptions at different visits exclude each other, so their probabilities add:

\[
S=\alpha(1-\theta)p_a\sum_{n=0}^{\infty}(1-w)^n
=\frac{\alpha(1-\theta)p_a}{(1-\theta)(p_a+p_b)+\theta p_b'} .
\]

The sum is \(1/[1-(1-w)]=1/w\). Dividing numerator and denominator by \(p_a+p_b\) gives the stated form. ∎

**Corollary (visits and lifetime).** A trapped molecule makes on average \(1/w\) visits and lives for

\[
\tau=\frac1w\left[\frac{1-\theta}{k_a+k_d+k_m}+\frac{\theta}{k_d'+k_m'}\right].
\]

*Proof.* The mean number of visits is the sum of the probabilities that visit 1, 2, … takes place, again \(\sum_n(1-w)^n=1/w\). By Lemma 1 the bracket is the mean stay at a site of random type. The type of a new site is independent of whether the molecule got there, so each visit that occurs contributes this mean stay. ∎

**Remark (shape of the curve).** Write \(f=S/S_0=(1-\theta)/D\) with \(D=1+(K-1)\theta\). The quotient rule gives

\[
f'=\frac{-D-(1-\theta)(K-1)}{D^2}
=\frac{-1-(K-1)}{D^2}=-\frac{K}{D^2},
\]

because the terms in \((K-1)\theta\) cancel. The slope is \(-K\) at \(\theta=0\), where \(D=1\), and for \(K>0\) it tends to \(-1/K\) at \(\theta=1\), where \(D=K\). A second derivative, \(f''=2K(K-1)/D^3\), shows that the curve bends downwards for \(0<K<1\) and upwards for \(K>1\). For \(K=1\) it is the Langmuir line \(1-\theta\). For \(K=0\) it is the constant of the opening case.

**Remark (unequal trapping).** If trapping has probabilities \(\alpha_e\) and \(\alpha_f\) over empty and filled sites, the first visit must be treated separately. After any hop the chance of eventual reaction is \(\sigma=(1-\theta)p_a/w\), so

\[
S=\alpha_e(1-\theta)\left[p_a+(1-p_a-p_b)\sigma\right]
+\alpha_f\theta(1-p_b')\sigma .
\]

For \(\alpha_e=\alpha_f=\alpha\) the right side is \(\alpha[(1-\theta)p_a+(1-w)\sigma]=\alpha[w\sigma+(1-w)\sigma]=\alpha\sigma\), which is the theorem.

## What detailed balance says about \(K\)

The theorem lets \(K\) take any non-negative value. Imagining equilibrium with a gas at the surface temperature restricts it, under two conditions on trapping and hopping.

**Proposition 1.** Let \(\alpha\) be equal over both site types for gas at the surface temperature, and let the rate of a hop depend on the site it leaves but not on its destination. Then

\[
\frac{k_m}{k_d}=\frac{k_m'}{k_d'},
\qquad
K=\frac{p_b}{(1-p_a)(p_a+p_b)}\le 1 .
\]

*Proof.* Imagine the reaction switched off and the precursor in equilibrium with the gas. Let \(r\) be the number of impacts per site and second, and \(n_e,n_f\) the mean precursor numbers on an empty and a filled site. Balance between trapping and desorption at each site requires

\[
\alpha r=k_dn_e=k_d'n_f .
\]

Balance of hops between neighbouring empty and filled sites, each with the same number of neighbours, requires \(k_mn_e=k_m'n_f\). Dividing this by \(k_dn_e=k_d'n_f\) gives the first claim.

It follows that \(p_b'=k_d'/(k_d'+k_m')=k_d/(k_d+k_m)\). Dividing above and below by \(k_a+k_d+k_m\) turns this into \(p_b/(1-p_a)\), and division by \(p_a+p_b\) gives \(K\). To compare \(K\) with one, subtract its numerator from its denominator:

\[
(1-p_a)(p_a+p_b)-p_b=p_a-p_a^2-p_ap_b=p_a(1-p_a-p_b)\ge0 .
\]

Hence \(K\le1\), with equality when there is no hopping. ∎

The same premises also set a floor. In terms of rates,

\[
K=\frac{k_d}{k_a+k_d}\cdot\frac{k_a+k_d+k_m}{k_d+k_m}\ \ge\ \frac{k_d}{k_a+k_d}=1-\frac{S_0}{\alpha},
\]

and the floor is approached for fast hopping. The opening case, \(K=0\) with \(p_b>0\), is therefore an idealisation that lies outside these premises.

Letting hop rates depend on the destination cannot push the curve below the Langmuir line, as long as thermal trapping is equal and \(k_a,k_d,k_d'\) depend on the site type alone. Detailed balance then makes \(m_{ij}=k_{i\to j}/k_{d,i}\) symmetric. In the steady state with reaction, \(u_i=k_{d,i}n_i/(\alpha r)\) obeys

\[
1=\left(1+\frac{k_{a,i}}{k_{d,i}}\right)u_i+\sum_jm_{ij}(u_i-u_j),
\]

with \(k_{a,i}=0\) on filled sites. At the site of smallest \(u\) the sum is not positive, so every \(u_i\ge k_d/(k_a+k_d)\). Summing \(k_an_i/r\) over empty sites and dividing by the number of sites gives \(S\ge S_0(1-\theta)\). Within this model, a curve with \(K>1\) thus signals that gas at the surface temperature is trapped differently over the two site types. This is possible even if assumption 1 holds for the actual gas, when that gas has a different temperature from the surface.

## When the surface remembers

On a real surface a molecule making short hops often returns to sites it has visited, and these have not changed meanwhile. Assumption 3 then fails. The sign of the resulting error can be found.

Consider \(N\) sites in a frozen arrangement. Let \(P_{ij}\) be the probability that a hop from \(j\) leads to \(i\). Take \(P\) symmetric, with columns summing to one, no hop ending where it began, and entries fixed by the lattice alone, independent of which sites are filled. Proposition 2 needs this last condition: hops that favour unlike neighbours can break its bound. Let \(w_i\) be the exit probability at site \(i\), equal to \(a=p_a+p_b\) if empty and \(b=p_b'\) if filled, and let \(x_i=1-w_i\). Assume \(0<x_i<1\). A trapped molecule starts at a random site, so the mean visit numbers \(v_i\) obey

\[
v_i=\frac1N+\sum_jP_{ij}x_jv_j .
\]

**Lemma 2.** The total number of visits \(V=\sum_iv_i\) satisfies

\[
V-1\ \ge\ \frac{\left(\sum_ix_i\right)^2}{N\left(\sum_ix_i-\sum_{ij}x_iP_{ij}x_j\right)} .
\]

*Proof.* Let \(y_i=x_iv_i\) be the mean number of departures from \(i\). Summing the visit equation over \(i\) gives \(V=1+\sum_jy_j\). Inserting \(v_i=y_i/x_i\) gives \(Ay=\mathbf 1/N\), where \(A=\mathrm{diag}(1/x_i)-P\) and \(\mathbf 1\) is the vector of ones. Therefore

\[
V-1=\frac1N\,\mathbf 1^TA^{-1}\mathbf 1 .
\]

The matrix \(A\) is positive definite: \(1/x_i>1\), while

\[
z^Tz-z^TPz=\tfrac12\sum_{ij}P_{ij}(z_i-z_j)^2\ge0 .
\]

The Cauchy–Schwarz inequality for the scalar product defined by \(A\) then gives, for any \(z\),

\[
(\mathbf 1^Tz)^2\le(z^TAz)(\mathbf 1^TA^{-1}\mathbf 1).
\]

Choose \(z=x\). Since \(x^T\mathrm{diag}(1/x_i)x=\sum_ix_i\), the claim follows. ∎

**Proposition 2.** On a large lattice with uncorrelated occupation, the Kisliuk formula is an upper bound on \(S\) for \(K<1\), a lower bound for \(K>1\), and exact for \(K=1\).

*Proof.* The average of \(x_i\) tends to \(1-w\). Because a hop joins two different sites, whose occupations are independent of each other and of \(P\), \(\sum_{ij}x_iP_{ij}x_j/N\) tends to \((1-w)^2\). Lemma 2 becomes

\[
V-1\ge\frac{(1-w)^2}{(1-w)-(1-w)^2}=\frac{1-w}{w},
\qquad\text{so}\qquad V\ge\frac1w .
\]

Memory cannot reduce the number of visits below its mean-field value.

Now split \(V=V_e+V_f\) into visits to empty and filled sites. From \(V=1+\sum_i(1-w_i)v_i\) it follows that \(\sum_iw_iv_i=1\), that is, \(aV_e+bV_f=1\): every molecule leaves the precursor state once. Eliminating \(V_f=V-V_e\) gives, for \(a\ne b\),

\[
S=\alpha p_aV_e=\alpha p_a\,\frac{1-bV}{a-b}.
\]

At \(V=1/w\), use \(w-b=(1-\theta)(a-b)\). The fraction becomes \((1-\theta)/w\), and \(S\) is the Kisliuk value. If \(K<1\), then \(a>b\) and \(S\) decreases as \(V\) grows, so the true value lies at or below the formula. If \(K>1\), then \(a<b\), \(S\) increases with \(V\), and the order is reversed. If \(K=1\), all \(w_i=a\), and the uniform solution \(v_i=1/(Na)\) gives \(V_e=(1-\theta)/a\) for any arrangement. ∎

For \(K<1\) the same elimination gives \(V_f=(aV-1)/(a-b)\), which grows with \(V\). The molecule spends more visits over filled sites than mean field predicts, and has more chances to desorb there.

Memory is harmless if each hop leads to any of the \(N\) sites with equal probability, the present one included. Then the visit equation has the same right side for every \(i\), all \(v_i\) are equal, and \(aV_e+bV_f=1\) returns the Kisliuk value even in a frozen arrangement.

## Uptake during an exposure

**Proposition 3.** Let \(X\) be the number of impacts per site since the surface was clean. If assumption 3 holds throughout growth,

\[
S_0X=(1-K)\theta-K\ln(1-\theta).
\]

*Proof.* Each impact fills a site with probability \(S\), so \(d\theta/dX=S(\theta)\). Separating variables,

\[
S_0\,dX=\frac{1-\theta+K\theta}{1-\theta}\,d\theta
=\left[1+K\left(\frac1{1-\theta}-1\right)\right]d\theta .
\]

Integration from \(\theta=0\) gives \(S_0X=\theta-K\ln(1-\theta)-K\theta\). ∎

For \(K=0\) coverage grows linearly until the surface is full. For any \(K>0\) full coverage is reached only asymptotically, with \(1-\theta\propto e^{-S_0X/K}\) at large \(X\); for \(K<1\) this tail decays faster than the Langmuir one. With short hops the law is an approximation: they violate assumption 3 even on a randomly filled surface (Proposition 2), and they need not keep the occupation random.

## A worked example

Take a model precursor with \(\alpha=0.80\) and molar mass 100 g/mol, with gas and surface at 500 K. Each rate is a prefactor times \(e^{-E/k_BT}\), where \(E\) is the barrier and \(k_B\) the Boltzmann constant.

| Event | Barrier (eV) | Prefactor (s⁻¹) | Rate (s⁻¹) |
|---|---|---|---|
| reaction, empty | 0.45 | 10¹² | 2.912 × 10⁷ |
| desorption, empty | 0.75 | 10¹⁴ | 2.756 × 10⁶ |
| hop, empty | 0.45 | 10¹³ | 2.912 × 10⁸ |
| desorption, filled | 0.70 | 10¹⁴ | 8.797 × 10⁶ |
| hop, filled | 0.40 | 10¹³ | 9.293 × 10⁸ |

The molecule is bound 0.05 eV less strongly over a filled site, which lowers both its barriers there by the same amount. Both rates rise by the same factor, as Proposition 1 requires. In a lattice calculation without reaction, the departure rates from all sites then agree to rounding error. Cutting the filled-site hop rate fivefold makes them differ. The range from smallest to largest was 0.36 of the mean in one 40 × 40 arrangement; it varies from about 0.26 to 0.41 between arrangements and grows with lattice size. The differences are a sign of net currents that equilibrium forbids.

**Sticking.** Lemma 1 gives \(p_a=0.09013\), \(p_b=0.00853\) and \(p_b'=0.00938\). Hence

\[
S_0=0.80\times\frac{0.09013}{0.09866}=0.731,
\qquad
K=\frac{0.00938}{0.09866}=0.095 .
\]

At half coverage,

\[
S=0.7308\times\frac{0.5}{0.5+0.0950\times0.5}=0.667,
\]

or 91 % of the clean-surface value, where the Langmuir line would give 50 %. At \(\theta=0.9\) sticking is 0.394, against 0.073 for Langmuir. The mean number of visits rises from about 10 on the clean surface to 55 at \(\theta=0.9\): the molecule keeps searching because it is seldom lost over filled sites. A simulation of 100 000 trapped molecules per coverage, with competing random clocks and independent sites, gives 0.666 and 0.392 at these two coverages, in agreement within its statistical scatter.

**Frozen surface.** On 40 × 40 square lattices with nearest-neighbour hops, averaged over 16 random arrangements, \(S\) is 0.664 at \(\theta=0.5\) and 0.379 at \(\theta=0.9\). The last digit at \(\theta=0.9\) is not converged: more samples and 100 × 100 lattices give 0.378. The formula is too high by about 0.5 % and 4 % of the lattice values, and the error grows to about 9 % at \(\theta=0.99\). For a separate case with \(p_a=0.08\), \(p_b=0.02\) and \(p_b'=0.40\), so that \(K=4\), the lattice gives 0.137 at half coverage and the formula 0.128, which is too low. Both signs agree with Proposition 2. The second case is a test of the sign rather than a typical precursor: by the balance argument of Proposition 1 it would need thermal gas to be trapped \((0.40/0.60)/(0.02/0.90)=30\) times more easily over filled sites.

**Temperature.** With \(\alpha\) held fixed, \(S_0\) falls from 0.787 at 400 K to 0.473 at 700 K, while \(K\) rises from 0.018 to 0.447. Both trends follow from \(\rho=k_d/k_a\), which grows with temperature because desorption has the higher barrier. First, \(S_0=\alpha/(1+\rho)\) falls. Second, \(k_m=10k_a\) here, so Proposition 1 gives

\[
K=\frac{\rho(11+\rho)}{(10+\rho)(1+\rho)},
\qquad
\frac{d\ln K}{d\rho}=\frac1{\rho(1+\rho)}-\frac1{(10+\rho)(11+\rho)}>0 .
\]

Heating this precursor makes it stick less on a clean surface. It also lowers the ratio \(S/S_0=(1-\theta)/(1-\theta+K\theta)\) at every coverage between zero and one, because \(K\) grows.

**Exposure.** At pressure \(p=0.001\) Pa the impact flux is \(p/\sqrt{2\pi mk_BT}=1.178\times10^{19}\) m⁻² s⁻¹, with \(m\) the molecular mass. For \(5\times10^{18}\) sites per m² this is 2.357 impacts per site and second. Reaching 90 % coverage under the mean-field assumption takes

\[
X=\frac{0.9050\times0.9-0.0950\ln0.1}{0.7308}=1.414
\]

impacts per site, or \(1.414/2.357=0.60\) s. Langmuir sticking with the same \(S_0\) needs \(-\ln0.1/0.7308=3.15\) impacts per site, or 1.34 s, about 2.2 times as long. Nearest-neighbour hops on a square lattice raise the 1.414 impacts by 1 to 1.5 %.

**Dilution.** At half coverage the corollary gives \(\tau=3.85\times10^{-8}\) s. The precursor population per site is the trapping rate times this lifetime,

\[
0.80\times2.357\times3.85\times10^{-8}=7.3\times10^{-8}.
\]

Precursors therefore rarely meet. The coverage gained during one lifetime cannot exceed this number, since no more molecules react than are trapped. Assumption 5 holds here with a wide margin. For short hops at high coverage, the independence of successive sites is the weaker assumption, as the lattice values in the numerical output show.

## Computed values

```
trapping probability alpha = 0.80; temperature = 500 K
react: barrier 0.45 eV, prefactor 1e+12 1/s, rate 2.912e+07 1/s
desorb: barrier 0.75 eV, prefactor 1e+14 1/s, rate 2.756e+06 1/s
hop: barrier 0.45 eV, prefactor 1e+13 1/s, rate 2.912e+08 1/s
desorb_filled: barrier 0.70 eV, prefactor 1e+14 1/s, rate 8.797e+06 1/s
hop_filled: barrier 0.40 eV, prefactor 1e+13 1/s, rate 9.293e+08 1/s
p_a = 0.09013; p_b = 0.00853; hop from empty = 0.90134
p_b_filled = 0.00938; hop from filled = 0.99062
S0 = 0.7308; K = 0.0950 (no unit)
slope of S/S0 at theta=0: -0.0950; at theta=1: -10.52
theta 0.00: S = 0.7308, Langmuir 0.7308, exit per visit 0.09866, visits 10.1
theta 0.25: S = 0.7084, Langmuir 0.5481, exit per visit 0.07634, visits 13.1
theta 0.50: S = 0.6674, Langmuir 0.3654, exit per visit 0.05402, visits 18.5
theta 0.75: S = 0.5687, Langmuir 0.1827, exit per visit 0.03170, visits 31.5
theta 0.90: S = 0.3939, Langmuir 0.0731, exit per visit 0.01831, visits 54.6
theta 0.99: S = 0.0702, Langmuir 0.0073, exit per visit 0.01027, visits 97.4
simulated S at theta 0.0 = 0.7310 (100000 trapped molecules)
simulated S at theta 0.5 = 0.6664 (100000 trapped molecules)
simulated S at theta 0.9 = 0.3924 (100000 trapped molecules)
frozen 40x40 lattice, theta 0.5: S = 0.6638, formula error +0.54 %
frozen 40x40 lattice, theta 0.9: S = 0.3794, formula error +3.83 %
test case p_a 0.08, p_b 0.02, p_b_filled 0.40: K = 4.00
  theta 0.5: lattice S = 0.1374, formula S = 0.1280
hop-flux spread without reaction: balanced 3.8e-15, filled-site hop rate cut fivefold 0.36 (relative)
T = 400 K: S0 = 0.7869, K = 0.0180
T = 500 K: S0 = 0.7308, K = 0.0950
T = 600 K: S0 = 0.6144, K = 0.2545
T = 700 K: S0 = 0.4728, K = 0.4472
pressure = 1e-03 Pa; molar mass = 100 g/mol; site density = 5e+18 1/m^2
impact flux = 1.178e+19 1/(m^2 s); per site = 2.357 1/s
precursor lifetime at theta 0.5 = 3.851e-08 s
precursors per site at theta 0.5 = 7.26e-08
impacts per site to theta 0.9: Kisliuk 1.414, Langmuir 3.151
time to theta 0.9: Kisliuk 0.600 s, Langmuir 1.337 s
time ratio Langmuir/Kisliuk = 2.228
```
